# The disc of least confusion for third-order spherical aberration

A 100 keV electron beam with a convergence half-angle of 6.00 mrad passes through a model magnetic lens. Traced electrons fill a disc of radius 30.0 nm at the paraxial focus and 11.5 nm at the marginal focus, 5.00 µm nearer the lens. Between them, 3.75 µm from the paraxial focus, the radius falls to 7.50 nm. The smallest disc thus has one quarter of the paraxial radius and lies three quarters of the way along the focal interval. Both fractions follow from the cubic form of the ray error and do not depend on the lens.

## Ray height near the focus

Let $a$ be the angle at which a ray converges to the axis, with $0\le a\le\alpha$; the marginal ray has $a=\alpha$. The paraxial focus is the limiting crossing point as $a\to0$. Pure third-order spherical aberration means that the ray of angle $a$ crosses the axis at a distance

$$\ell(a)=C_s a^2$$

from the paraxial focus, towards the lens. Here $C_s>0$ is a length, the same for all rays. The source is a point on the axis, the electrons have one energy, the aperture is circular and filled, and the region near the focus is short enough for straight rays.

Place a plane at distance $d$ from the paraxial focus, positive towards the lens. It lies a distance $d-\ell(a)$ before the crossing point of the ray. Count the height as positive on the side from which the ray comes. Then

$$r(a)=\left[d-\ell(a)\right]\tan a\simeq a\,d-C_s a^3 .$$

Replacing $\tan a$ by $a$ makes a relative error of about $a^2/3$, or $1.2\times10^{-5}$ at 6 mrad. A negative $r$ means that the ray has already crossed the axis. By rotational symmetry the blur radius is the largest $|r(a)|$ in the bundle.

Define

$$x=\frac{a}{\alpha},\qquad t=\frac{d}{C_s\alpha^2}.$$

Substituting $a=\alpha x$ and $d=C_s\alpha^2t$ gives

$$r=C_s\alpha^3 g(x),\qquad g(x)=t\,x-x^3,\qquad 0\le x\le1 .$$

The paraxial focus is $t=0$ and the marginal focus is $t=1$. We seek the $t$ that minimizes

$$R(t)=\max_{0\le x\le1}|g(x)| .$$

## The smallest disc

Two rays suffice to bound the radius from below. At half the marginal angle and at the full angle,

$$g(1/2)=\frac t2-\frac18,\qquad g(1)=t-1 .$$

Twice the first minus the second removes the focus setting:

$$2g(1/2)-g(1)=t-\frac14-t+1=\frac34 .$$

Each height has magnitude at most $R$, so the left side is at most $2R+R=3R$. Therefore $R\ge1/4$ in every plane.

The bound is reached at $t=3/4$. Put $x=\sin\varphi$ with $0\le\varphi\le\pi/2$, and use $\sin3\varphi=3\sin\varphi-4\sin^3\varphi$:

$$g=\frac{3\sin\varphi-4\sin^3\varphi}{4}=\frac{\sin3\varphi}{4},\qquad |g|\le\frac14 .$$

No other plane does as well. If $R=1/4$, the sum $2g(1/2)-g(1)$ can reach $3/4$ only with $g(1/2)=1/4$ and $g(1)=-1/4$, and each of these gives $t=3/4$. In physical units,

$$r_{\min}=\frac{C_s\alpha^3}{4},\qquad d_{\min}=\frac34C_s\alpha^2 ,$$

and the diameter is $C_s\alpha^3/2$. For $C_s<0$ the same argument holds with $|C_s|$ and with the plane on the far side of the paraxial focus.

A search over 2001 planes from $t=-1$ to $t=4$, with 2001 ray angles in each, found the minimum at $t=0.7500$ with radius $0.25000\,C_s\alpha^3$.

## What bounds the disc, and the cost of defocus

For $t\le0$ both terms of $g$ are negative or zero, so the marginal ray is outermost and $R=1-t$. For $0<t<3$ there is also a stationary ray inside the aperture. Setting $dg/dx=t-3x^2=0$ gives $x_*=\sqrt{t/3}$, with height

$$g(x_*)=x_*(t-x_*^2)=\frac{2t}{3}\sqrt{\frac t3}=2\left(\frac t3\right)^{3/2}.$$

Neighbouring rays have equal height there to first order in their difference of angle. They touch a common envelope, the caustic.

Between the two foci the marginal height $1-t$ falls with $t$ while the caustic height rises. They are equal at $t=3/4$, where both are $1/4$. For $1\le t\le3$ the caustic height is the maximum of $g$ over the aperture, so it is at least $g(1)=t-1$. For $t\ge3$ the height rises with $x$ throughout the aperture and the marginal ray is outermost again. Hence

$$R(t)=\begin{cases}1-t,&t\le3/4\\ 2(t/3)^{3/2},&3/4\le t\le3\\ t-1,&t\ge3.\end{cases}$$

At the best plane the marginal ray has crossed the axis and the half-angle ray has not. They reach the same radius on opposite sides.

The minimum is a corner with unequal slopes. Just below $t=3/4$ the slope is $dR/dt=-1$. Just above it, $dR/dt=\sqrt{t/3}=1/2$. One unit of $t$ is a distance $C_s\alpha^2$ and one unit of $R$ is a radius $C_s\alpha^3$, so a small focus error $\delta$ enlarges the radius by

$$\alpha\,\delta\ \text{towards the paraxial focus},\qquad \tfrac12\alpha\,\delta\ \text{towards the lens}.$$

At 6.00 mrad, an error of 100 nm costs 0.60 nm or 0.30 nm respectively.

## A central stop

The lower bound used only the rays at $x=1/2$ and $x=1$. A central stop that blocks angles below $q\alpha$, with $q\le1/2$, therefore leaves the smallest radius unchanged, although it removes current.

For $q>1/2$ the half-angle ray is gone. Combine the two edge rays instead:

$$g(q)-q\,g(1)=tq-q^3-qt+q=q(1-q^2).$$

The left side is at most $(1+q)R$, so

$$R\ge\frac{q(1-q)(1+q)}{1+q}=q(1-q).$$

Equality needs $g(1)=-R$, hence $t=1-q+q^2$. The stationary angle then satisfies $x_*\le q$, because $3q^2-t=2q^2+q-1=(2q-1)(q+1)\ge0$. So $g$ falls steadily from $q(1-q)$ to $-q(1-q)$ across the open ring, and the bound is reached. At $q=1/2$ the filled-aperture result returns; as $q\to1$ the ring focuses to a point in this geometric model.

## Smallest edge and smallest rms radius

The disc of least confusion minimizes the outermost radius. A different measure selects a different plane. If the current is uniform in solid angle, the fraction between $x$ and $x+dx$ is $2x\,dx$ at small angles, and the mean square radius in units of $(C_s\alpha^3)^2$ is

$$2\int_0^1(tx-x^3)^2x\,dx=2\left(\frac{t^2}{4}-\frac{2t}{6}+\frac18\right)=\frac{t^2}{2}-\frac{2t}{3}+\frac14 .$$

Its derivative, $t-2/3$, vanishes two thirds of the way to the marginal focus. The mean square there is $2/9-4/9+1/4=1/36$, so the rms radius is $C_s\alpha^3/6$.

In the example this is 5.00 nm, against 5.30 nm at $t=3/4$. The edge radius moves the other way, from 7.50 nm at $t=3/4$ to 10.0 nm at $t=2/3$. An autofocus routine that minimizes an rms width will therefore not, in this model, settle on the disc of least confusion.

## The traced lens

The model lens has the axial field

$$B(z)=B_0e^{-z^2/w^2},\qquad B_0=72\ \text{mT},\quad w=20\ \text{mm}.$$

The field off the axis follows from Maxwell's equations. In a current-free region $\mathbf B=\nabla\Phi$ with $\nabla^2\Phi=0$. Write $\Phi=\sum_n c_n(z)\rho^{2n}$, where $\rho$ is the distance from the axis and $c_0'=B$. The radial part of the Laplacian turns $\rho^{2n}$ into $4n^2\rho^{2n-2}$, so $c_n=-c_{n-1}''/(4n^2)$. Differentiating the series gives

$$B_z=B-\frac{\rho^2}{4}B''+\frac{\rho^4}{64}B''''-\dots$$
$$B_\rho=-\frac{\rho}{2}B'+\frac{\rho^3}{16}B'''-\frac{\rho^5}{384}B^{(5)}+\dots$$

The terms shown were used. A magnetic field changes only the direction $\hat{\mathbf t}$ of an electron, not its momentum $p$. With charge $-e$ and path length $s$, the Lorentz force gives

$$\frac{d\hat{\mathbf t}}{ds}=-\frac ep\,\hat{\mathbf t}\times\mathbf B .$$

The rays enter parallel to the axis. The paraxial focus lies 43.26 mm beyond the lens centre.

Two weak rays, with final angles $a_1=0.896$ mrad and $a_2=1.791$ mrad, fix the aberration coefficient. If they cross the axis at $z_1$ and $z_2$, with $z$ increasing away from the lens, then $z_i=z_0-C_sa_i^2$, and subtraction gives

$$C_s=\frac{z_1-z_2}{a_2^2-a_1^2}=138.9\ \text{mm}.$$

For the full beam,

$$C_s\alpha^2=138.9\ \text{mm}\times(6.00\times10^{-3})^2=5.00\ \mu\text{m},$$
$$C_s\alpha^3=5.00\ \mu\text{m}\times6.00\times10^{-3}=30.0\ \text{nm}.$$

The predicted best plane is $0.75\times5.00=3.75$ µm from the paraxial focus, with radius $30.0/4=7.50$ nm, or 15.0 nm in diameter. A direct search of the traced bundle gave 7.499 nm at a fraction 0.7500 of the interval. The search for the smallest radius did not use the cubic law. The law entered only in locating the paraxial focus, which lies $C_sa_1^2=0.11$ µm beyond the crossing of the first weak ray. To place this geometric disc on a fixed target, the lens must be set slightly weak, so that its paraxial focus lies 3.75 µm beyond the target.

## The next order

At larger angles the height acquires a fifth-order term. Write it as

$$g(x)=tx-x^3-\varepsilon x^5,\qquad |\varepsilon|\ll1,$$

where $\varepsilon$ grows as $\alpha^2$ for a given lens. The two-ray combination becomes

$$2g(1/2)-g(1)=\frac34+\varepsilon\left(1-\frac1{16}\right)=\frac34+\frac{15}{16}\varepsilon ,$$

so $R\ge\frac14+\frac5{16}\varepsilon$. To first order this is reached: the inner maximum shifts slightly from $x=1/2$, but its height is stationary there and changes only in second order. The relative change of the least radius is thus $5\varepsilon/4$.

Setting $g(1)=-R$ gives $t=\frac34+\frac{11}{16}\varepsilon$. The marginal focus moves to $t=1+\varepsilon$, so the fractional position is

$$\frac{\frac34+\frac{11}{16}\varepsilon}{1+\varepsilon}\simeq\frac34-\frac{\varepsilon}{16}.$$

The position is far less sensitive than the radius.

At 6.00 mrad the traced focal interval is 4.9988 µm, against 4.9996 µm from the cubic law. Hence $\varepsilon\simeq-1.6\times10^{-4}$, and the predicted change of radius is $-0.02\%$, as traced. At 60.6 mrad $\varepsilon$ should be about 102 times larger, which predicts a change near $-2.0\%$; tracing gives $-2.2\%$. The prediction is good only to about a tenth. The main cause is that $C_s$ comes from rays of small but finite angle, which already carry some fifth-order aberration. The two-ray value is low by $2.3\times10^{-5}$ of itself, so the true $\varepsilon$ at 6.00 mrad is $-1.83\times10^{-4}$, and this predicts $-2.34\%$ at 60.6 mrad. Two smaller terms act the other way, each by about $+0.06\%$: replacing $\tan a$ by $a$ drops another term of fifth order from the height, and the seventh-order aberration is left out. The sum is $-2.2\%$. The traced position is 0.7513; the formula, with $\varepsilon=-0.018$ inferred from the traced radius, gives 0.7511.

## When diffraction matters

An electron wave converging on the target is a sum of plane waves with transverse direction vectors $\mathbf a$, $|\mathbf a|\le\alpha$. With $k=2\pi/\lambda$ and path error $W(a)$, the amplitude at transverse position $\boldsymbol\rho$ is

$$\psi(\boldsymbol\rho)=\frac{k}{2\pi}\int e^{ik[\boldsymbol\rho\cdot\mathbf a+W(a)]}\,d^2a .$$

The geometric ray is the point of stationary phase, $\boldsymbol\rho=-\nabla_{\mathbf a}W$. A converging ray of positive height travels towards the axis, so $\boldsymbol\rho=-r(a)\,\mathbf a/a$. Comparison gives $dW/da=r(a)$, and therefore

$$W=\frac{d\,a^2}{2}-\frac{C_sa^4}{4}.$$

The integral over azimuth gives $2\pi J_0(k\rho a)$, leaving

$$\psi(\rho)=k\int_0^\alpha J_0(k\rho a)\,e^{ikW(a)}a\,da .$$

By Parseval's theorem the integral of $|\psi|^2$ over the plane is $\int d^2a=\pi\alpha^2$. The share of current inside radius $\rho_0$ is then $(2/\alpha^2)\int_0^{\rho_0}|\psi|^2\rho\,d\rho$.

At the best geometric plane $W=C_s\alpha^4(3x^2/8-x^4/4)$. It runs from zero at $x=0$ to a maximum of $9C_s\alpha^4/64$ at $x^2=3/4$. With $\lambda=3.70$ pm this range is 6.8 wavelengths. The computed share inside the 7.50 nm disc is 92.4%, where geometric optics gives 100%; inside five disc radii it is 99.8%. The disc is a useful measure of the outer edge of the spot here, but that edge is not sharp, and $t=3/4$ is not the best plane by every measure. At $t=0.70$ about 96% of the current falls inside 7.50 nm, and the radius that holds half the current is 3.6 nm at $t=1/2$ against 5.1 nm at $t=3/4$.

The range falls as $\alpha^4$. With the lens unchanged, half the angle gives 0.43 wavelengths and a geometric radius of $7.50/8=0.94$ nm. That is comparable with the Airy radius $0.61\lambda/\alpha=0.75$ nm. The same integral then puts only about 65% of the current inside the geometric disc, so the geometric radius no longer gives the spot size.

## Comparison with a beam writer

The energy, angle and current are roughly those of a Gaussian-beam writer. The value $C_s=139$ mm is on the high side for a final lens designed for fine spots, and a 15 nm disc is correspondingly large for such work. A real beam also has a spread of energies and a source of finite size. The estimates below keep the lens, angle and target plane fixed.

**Energy spread.** The traced paraxial focus moves by 428 nm per eV. For a rough full spread of 0.7 eV, the outer energies lie 0.35 eV from the mean and add at most

$$428\times0.35\times6.00\times10^{-3}=0.90\ \text{nm}$$

to a ray's height, which is 12% of the disc radius.

**Source size.** A beam of brightness $\beta_b$ that fills an image of radius $\rho_s$ and a cone of half-angle $\alpha$ carries $I=\beta_b(\pi\rho_s^2)(\pi\alpha^2)$. Brightness grows as $p^2$, so $\beta_b=B_rV(1+eV/2mc^2)$, with $V$ the accelerating voltage. For $I=1$ nA and a rough Schottky-emitter value $B_r=5\times10^7$ A/(m² sr V), the radius is $\rho_s=0.72$ nm, or 10% of the disc radius.

Geometric displacements cannot add to more than the sum of their magnitudes. With these two effects the edge radius is therefore at most $7.50+0.90+0.72=9.12$ nm. This is a geometric bound for an energy spread and a source with sharp limits, not an estimate of the spot size. Real distributions have tails: if 0.7 eV is the full width at half maximum of a Gaussian, 24% of the electrons lie beyond $\pm0.35$ eV. Diffraction alone puts about 1.5% of the current outside 9.12 nm.

**Coulomb forces.** At 1 nA the mean spacing along the beam is $ve/I=26$ mm, where $v$ is the electron speed. Two electrons with axial separation $s$ push each other sideways with a force no larger than $e^2/(4\pi\varepsilon_0s^2)$. Kept up over the flight length $L=43.26$ mm from lens centre to focus, this displaces an electron by at most

$$\frac{e^2}{4\pi\varepsilon_0s^2}\,\frac{L^2}{2pv}.$$

The displacement is 1 nm for $s=86$ µm. For random arrivals, the chance of a neighbour that close, ahead or behind, is at most $2\times0.086/26.3=0.65\%$. Pushes higher in the column are not included, and the spacing shrinks in proportion to $1/I$, so larger currents need a separate calculation.

Astigmatism, deflection errors and vibration are also absent. Scattering and secondary electrons in the resist widen the written feature further; they act after the beam has reached the target, and 7.50 nm is not a prediction of line width. The remaining digits are in the numerical output.

## Numbers as computed

```
scaled search: best plane t = 0.7500
scaled search: least radius = 0.25000 Cs alpha^3
scaled search: least rms at t = 0.6667
scaled search: least rms radius = 0.16667 Cs alpha^3
beam energy = 100 keV
peak axial field = 72 mT
field width parameter = 20 mm
paraxial focus from lens centre = 43.260 mm
focal length = 44.665 mm
Cs from two weak rays = 138.851 mm
weak-ray angles = 0.896, 1.791 mrad
marginal angle alpha = 6.0006 mrad
Cs alpha^2 = 4.9996 um
traced paraxial-marginal distance = 4.9988 um
3/4 Cs alpha^2 = 3.7497 um
Cs alpha^3 = 30.001 nm
formula least radius = 7.5001 nm
formula least diameter = 15.000 nm
traced least radius = 7.4986 nm
traced position of least disc t = 0.75001
traced blur radius at t = 0.000: 29.996 nm
traced blur radius at t = 0.500: 14.998 nm
traced blur radius at t = 0.667: 9.999 nm
traced blur radius at t = 1.000: 11.543 nm
rms radius at t = 2/3: 5.000 nm
rms radius at t = 3/4: 5.303 nm
higher-order change of radius = -0.020 %
larger test angle = 60.60 mrad
higher-order change there = -2.22 %
position t there = 0.7513
energy spread, full = 0.7 eV
focus shift per eV = 428.0 nm/eV
chromatic blur radius = 0.899 nm
beam current = 1.0 nA
reduced brightness = 5.0e+07 A/(m^2 sr V)
source image radius = 0.716 nm
electron wavelength = 3.7014 pm
path-error range at t = 3/4: 6.84 wavelengths
wave-optical current inside disc = 92.4 %
same inside 5 disc radii = 99.8 %
mean electron spacing = 26.33 mm
separation for a 1 nm Coulomb push = 85.7 um
share of electrons pushed over 1 nm, at most = 0.65 %
```
